# Kane's band tail from a slowly varying Gaussian potential: a program that tests the result

```python
# Result under test: a parabolic band (mass m, both spins) averaged over a slow
# Gaussian potential V (mean 0, standard deviation sigma) has, in atomic units,
#   rho(E) = m^1.5 sigma^0.5/(2 pi^2) exp(-x^2/4) D_{-3/2}(-x),  x = E/sigma,
# D_p being the parabolic-cylinder function. The first gradient correction replaces
#   D_{-3/2}(-x) by D_{-3/2}(-x) - eta D_{3/2}(-x),
#   eta = <|grad V|^2>/(24 m sigma^3).
# L is the correlation length in <V(0)V(r)> = sigma^2 exp(-r^2/(2 L^2)).
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.stats import norm, pearson3, qmc

pi = np.pi


def weber(p, x):
    """exp(-x^2/4) D_p(-x), from the library function."""
    x = float(x)
    return float(mp.exp(-x * x / 4) * mp.pcfd(p, -x))


def kane_dos(energy, mass, sigma):
    return mass**1.5 * sigma**0.5 / (2 * pi**2) * weber(-1.5, energy / sigma)


def kane_count(energy, mass, sigma):
    return mass**1.5 * sigma**1.5 / (2 * pi**2) * weber(-2.5, energy / sigma)


def averaged_root(x, pdf=norm.pdf, band=lambda t: np.sqrt(t)):
    """Average of band(x - v) over v < x, with t = x - v = u^2."""
    top = np.sqrt(max(x, 0.0) + 9.0)
    return quad(lambda u: 2 * u * band(u * u) * pdf(x - u * u), 0, top,
                epsabs=0, epsrel=1e-9, limit=300)[0]


# Example parameters: rough typical values for amorphous In-Ga-Zn oxide
hartree = const.physical_constants["Hartree energy in eV"][0]
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9
mass, sigma_ev, length_nm, temperature, gap_ev = 0.3, 0.04, 5.0, 300.0, 3.0
sigma, length = sigma_ev / hartree, length_nm / bohr_nm
per_cm3 = 1 / (bohr_nm * 1e-7)**3
dos_unit = per_cm3 / hartree

# Closed form against the defining average
worst = 0.0
for x in (-6, -3, -2, -1, 0, 1, 2, 4):
    direct = np.sqrt(2) * mass**1.5 / pi**2 * np.sqrt(sigma) * averaged_root(x)
    worst = max(worst, abs(kane_dos(x * sigma, mass, sigma) / direct - 1))
assert worst < 1e-7

# Limits, with the averages computed by quadrature
x = -12.0
deep = averaged_root(x) / (0.5 / np.sqrt(2) * abs(x)**-1.5 * np.exp(-x * x / 2))
assert abs(deep - (1 - 15 / (8 * x * x))) < 5e-4   # next term is 3.6e-4
x = 10.0
assert abs(averaged_root(x) / np.sqrt(x) - (1 - 1 / (8 * x * x))) < 5e-5

# Integrated count and derivative rule
for x in (-2.0, 0.0, 1.5):
    area = quad(lambda y: weber(-1.5, y), -10, x, epsabs=0, epsrel=1e-8)[0]
    assert abs(area / weber(-2.5, x) - 1) < 1e-6
    h = 1e-3
    for p in (-1.5, -0.5, 0.5):
        slope = (weber(p, x + h) - weber(p, x - h)) / (2 * h)
        assert abs(slope - weber(p + 1, x)) < 1e-5

# Quantum test in 3D (m = 1, total sigma = 1): V = V1(x) + V2(y) + V3(z).
# Each axis is a disordered ring; 3D levels are sums of ring levels.
ring_corr, ring, points = 3.0, 24.0, 61
axis_sigma = 1 / np.sqrt(3)
grid = np.arange(points) * ring / points
q = 2 * pi * np.arange(9) / ring
power = (axis_sigma**2 * np.sqrt(2 * pi) * ring_corr / ring
         * np.exp(-(q * ring_corr)**2 / 2))
waves = [np.sqrt(power[0]) * np.ones(points)]
for j in range(1, 9):
    waves.append(np.sqrt(2 * power[j]) * np.cos(q[j] * grid))
    waves.append(np.sqrt(2 * power[j]) * np.sin(q[j] * grid))
sample = qmc.Sobol(17, scramble=True, seed=7).random_base2(13)
fields = norm.ppf(np.clip(sample, 1e-9, 1 - 1e-9)) @ np.array(waves)
k = 2 * pi * np.fft.fftfreq(points, d=ring / points)
unit = np.eye(points)
kinetic = np.fft.ifft((k**2 / 2)[:, None] * np.fft.fft(unit, axis=0), axis=0).real
levels = np.concatenate([
    np.linalg.eigvalsh(kinetic + fields[i:i + 512, :, None] * unit).ravel()
    for i in range(0, len(fields), 512)])
low, step = -4.0, 0.02
edges = low + step * np.arange(601)
level_hist = np.histogram(levels, edges)[0] / (len(fields) * ring)
field_hist = np.histogram(fields, edges)[0] / fields.size


def triple(h):
    return np.convolve(np.convolve(h, h), h)


centres = 3 * low + (np.arange(3 * 600 - 2) + 1.5) * step
quantum_cumulative = 2 * np.cumsum(triple(level_hist))
field_sum = triple(field_hist)
ring_gradient = 3 * axis_sigma**2 / ring_corr**2
ring_rows = []
for x in (-2.0, -1.0, 0.0, 1.0):
    quantum = np.interp(x, centres + step / 2, quantum_cumulative)
    local = np.sum(field_sum * (2 * np.maximum(x - centres, 0))**1.5) / (3 * pi**2)
    predicted = -ring_gradient / 24 * weber(0.5, x) / weber(-2.5, x)
    ring_rows.append((x, quantum / kane_count(x, 1, 1), quantum / local - 1, predicted))
for x, to_kane, found, predicted in ring_rows:
    if x >= -1:   # sampling noise plus the gradient effect itself
        assert abs(to_kane - 1) < 0.06, (x, to_kane)
    if x <= -1:   # higher gradient orders and sampling noise
        assert abs(found - predicted) < 0.3 * abs(predicted), (x, found, predicted)

# Mean squared gradient of the isotropic field, from its correlation function
h = 1e-3
curvature = 3 * 2 * (1 - np.exp(-h * h / 2)) / h**2     # units sigma^2/L^2
assert abs(curvature - 3) < 1e-5
eta = curvature * sigma**2 / length**2 / (24 * mass * sigma**3)
assert abs(eta * 8 * mass * length**2 * sigma - 1) < 1e-5


def gradient_change(x):
    return -eta * weber(1.5, x) / weber(-1.5, x)


# Small skewness of the potential
skew = 0.02
for x in (-3.0, -2.0):
    change = averaged_root(x, lambda v: pearson3.pdf(v, skew)) / averaged_root(x) - 1
    expected = -skew / 6 * weber(1.5, x) / weber(-1.5, x)
    assert abs(change - expected) < 0.15 * abs(expected), (x, change, expected)

# Thermal sums over the averaged band
kt_ev = const.k * temperature / const.e
b = sigma_ev / kt_ev
xs = np.arange(-8, 18.001, 0.05)
shape = np.array([weber(-1.5, y) for y in xs])
third = np.array([weber(1.5, y) for y in xs])
boltz = np.exp(-b * xs)
total = np.sum(shape * boltz)
assert abs(np.sum(third * boltz) / total / b**3 - 1) < 1e-5
mean_ev = sigma_ev * np.sum(xs * shape * boltz) / total
assert abs(mean_ev - (1.5 * kt_ev - sigma_ev**2 / kt_ev)) < 1e-6
prefactor = mass**1.5 * sigma**1.5 / (2 * pi**2) * 0.05 * per_cm3
clean = 2 * (mass * kt_ev / hartree / (2 * pi))**1.5 * per_cm3
gain = prefactor * total / clean
assert abs(gain / np.exp(b * b / 2) - 1) < 1e-5
fermi_ev = -0.1
n_boltz = prefactor * total * np.exp(fermi_ev / kt_ev)
n_fermi = prefactor * np.sum(shape / (1 + np.exp((xs * sigma_ev - fermi_ev) / kt_ev)))
assert n_fermi < n_boltz

limit = brentq(lambda y: gradient_change(y) + 0.1, -3, -0.5)
alpha = sigma_ev / gap_ev


def bent_band(t):
    return np.sqrt(t * (1 + alpha * t)) * (1 + 2 * alpha * t)


print("Inputs (rough, amorphous In-Ga-Zn oxide):")
print(f"mass = {mass} electron masses; sigma = {sigma_ev} eV; L = {length_nm} nm")
print(f"temperature = {temperature:.0f} K; kT = {kt_ev:.5f} eV; gap = {gap_ev} eV")
print(f"sigma = {sigma:.6f} hartree; L = {length:.3f} bohr")
print(f"largest relative error, closed form vs quadrature = {worst:.1e}")
print("Averaged band: x, E (eV), Kane DOS, clean DOS (cm^-3 eV^-1), gradient change")
for x in (-3, -2, -1, 0, 1, 2, 3):
    dos = kane_dos(x * sigma, mass, sigma) * dos_unit
    free = np.sqrt(2) * mass**1.5 / pi**2 * np.sqrt(max(x, 0) * sigma) * dos_unit
    print(f"{x:3d} {x * sigma_ev:7.3f} {dos:.4e} {free:.4e} {100 * gradient_change(x):8.2f} %")
edge = kane_dos(0, mass, sigma) * dos_unit
print(f"DOS at mean edge = {edge:.4e} cm^-3 eV^-1 = {edge * 1e-24:.4e} A^-3 eV^-1")
for x in (0, -1, -2):
    print(f"states below x = {x}: {kane_count(x * sigma, mass, sigma) * per_cm3:.4e} cm^-3")
for x in (-1, -2, -3):
    decay = sigma_ev * weber(-1.5, x) / weber(-0.5, x)
    print(f"local decay energy at x = {x}: {decay:.5f} eV; sigma^2/|E| = {sigma_ev/abs(x):.5f} eV")
print("3D quantum test, m = sigma = 1, L = 3 (dimensionless):")
print("x, quantum/Kane count, quantum/local count - 1, predicted change")
for row in ring_rows:
    print(f"{row[0]:5.1f} {row[1]:.4f} {row[2]:.5f} {row[3]:.5f}")
print("Neglected effects:")
print(f"hbar^2/(m L^2) = {hartree / (mass * length**2):.5f} eV; eta = {eta:.5f}")
print(f"gradient change reaches -10 % at x = {limit:.3f}, E = {limit * sigma_ev:.4f} eV")
print(f"skewness with the same effect as the gradients = {6 * eta:.4f}")
for x in (-2, 0, 2):
    bent = averaged_root(x, band=bent_band) / averaged_root(x) - 1
    print(f"nonparabolic change of DOS at x = {x}: {100 * bent:.2f} %")
print(f"DOS change for a 10 % larger mass = {100 * (1.1**1.5 - 1):.1f} %")
print(f"Boltzmann carriers: mean energy = {mean_ev:.5f} eV (clean band {1.5 * kt_ev:.5f} eV)")
print(f"density gain from disorder at fixed Fermi level = {gain:.4f}")
print(f"gradient change of that density = {-100 * eta * b**3:.2f} %")
print(f"Fermi level {fermi_ev} eV: n = {n_fermi:.4e} cm^-3 (Fermi-Dirac)")
print(f"same Fermi level: n = {n_boltz:.4e} cm^-3 (Boltzmann)")
print(f"Boltzmann excess = {100 * (n_boltz / n_fermi - 1):.2f} %")
print("PASS")
```

Running it gives:

```
Inputs (rough, amorphous In-Ga-Zn oxide):
mass = 0.3 electron masses; sigma = 0.04 eV; L = 5.0 nm
temperature = 300 K; kT = 0.02585 eV; gap = 3.0 eV
sigma = 0.001470 hartree; L = 94.486 bohr
largest relative error, closed form vs quadrature = 3.3e-16
Averaged band: x, E (eV), Kane DOS, clean DOS (cm^-3 eV^-1), gradient change
 -3  -0.120 1.4369e+17 0.0000e+00   -96.82 %
 -2  -0.080 2.7939e+18 0.0000e+00   -31.32 %
 -1  -0.040 2.3317e+19 0.0000e+00    -4.33 %
  0   0.000 9.2031e+19 0.0000e+00     1.66 %
  1   0.040 2.0162e+20 2.2387e+20     0.70 %
  2   0.080 3.0371e+20 3.1660e+20    -0.09 %
  3   0.120 3.8151e+20 3.8776e+20    -0.08 %
DOS at mean edge = 9.2031e+19 cm^-3 eV^-1 = 9.2031e-05 A^-3 eV^-1
states below x = 0: 2.5672e+18 cm^-3
states below x = -1: 4.5173e+17 cm^-3
states below x = -2: 3.9689e+16 cm^-3
local decay energy at x = -1: 0.02317 eV; sigma^2/|E| = 0.04000 eV
local decay energy at x = -2: 0.01579 eV; sigma^2/|E| = 0.02000 eV
local decay energy at x = -3: 0.01173 eV; sigma^2/|E| = 0.01333 eV
3D quantum test, m = sigma = 1, L = 3 (dimensionless):
x, quantum/Kane count, quantum/local count - 1, predicted change
 -2.0 0.9251 -0.07052 -0.07255
 -1.0 0.9780 -0.02129 -0.02128
  0.0 0.9964 -0.00347 -0.00332
  1.0 1.0001 0.00017 0.00027
Neglected effects:
hbar^2/(m L^2) = 0.01016 eV; eta = 0.03175
gradient change reaches -10 % at x = -1.326, E = -0.0530 eV
skewness with the same effect as the gradients = 0.1905
nonparabolic change of DOS at x = -2: 1.78 %
nonparabolic change of DOS at x = 0: 3.51 %
nonparabolic change of DOS at x = 2: 7.74 %
DOS change for a 10 % larger mass = 15.4 %
Boltzmann carriers: mean energy = -0.02311 eV (clean band 0.03878 eV)
density gain from disorder at fixed Fermi level = 3.3102
gradient change of that density = -11.76 %
Fermi level -0.1 eV: n = 2.4933e+17 cm^-3 (Fermi-Dirac)
same Fermi level: n = 2.8522e+17 cm^-3 (Boltzmann)
Boltzmann excess = 14.40 %
PASS
```
